# Two-Electron Darwin and Spin-Same-Orbit Terms from the Coulomb Repulsion

## Definitions and conventions

Atomic units are used in the algebra: $\hbar=m=e=4\pi\epsilon_0=1$, and $c$ is the speed of light. For electron $i$, $\mathbf p_i=-i\nabla_i$, $\boldsymbol\sigma_i$ are the Pauli matrices and $\mathbf s_i=\boldsymbol\sigma_i/2$. Further, $\mathbf r_{12}=\mathbf r_1-\mathbf r_2=-\mathbf r_{21}$ and $V=1/r_{12}$. A cross product such as $\nabla V\times\mathbf p$ contains the gradient of $V$ alone; the operator $\mathbf p$ acts on whatever stands to its right.

The starting point is the Dirac–Coulomb Hamiltonian restricted to positive-energy states of both electrons (the no-pair approximation), with the projectors of the free Dirac particle. The result to be derived is that, in the two-component description, $V$ becomes

$$
V-\frac{\pi}{c^2}\,\delta(\mathbf r_{12})-\frac{1}{2c^2}\,\frac{\mathbf s_1\cdot(\mathbf r_{12}\times\mathbf p_1)+\mathbf s_2\cdot(\mathbf r_{21}\times\mathbf p_2)}{r_{12}^3}
\tag{1}
$$

through order $c^{-2}$. The second term is the two-electron Darwin term, the third the spin-same-orbit operator. The Breit interaction adds further terms of order $c^{-2}$, among them spin-other-orbit and spin-spin coupling. Equation (1) describes the instantaneous Coulomb repulsion alone.

## The projected repulsion

A free four-component state with upper part $\phi$ and lower part $\chi$ satisfies, in the second row of the Dirac equation, $c\,\boldsymbol\sigma\cdot\mathbf p\,\phi-c^2\chi=E\chi$, with $E=c\sqrt{c^2+p^2}$. Hence $\chi=R\,\boldsymbol\sigma\cdot\mathbf p\,\phi$, and a positive-energy state is obtained from a two-component state by

$$
W=\begin{pmatrix}1\\ R\,\boldsymbol\sigma\cdot\mathbf p\end{pmatrix}A,\qquad R=\frac{c}{E+c^2}.
\tag{2}
$$

The factor $A$ follows from $W^\dagger W=1$, that is, $A^2(1+R^2p^2)=1$. Since $c^2p^2=E^2-c^4$,

$$
R^2p^2=\frac{E-c^2}{E+c^2},\qquad A^2=\frac{E+c^2}{2E}.
\tag{3}
$$

Taking $A$ as the positive root, a function of $p^2$, selects the free-particle Foldy–Wouthuysen representation. Another unitary choice of two-component basis would change the form of the operators.

The two-component repulsion is $\tilde V=W_1^\dagger W_2^\dagger VW_1W_2$. For one electron,

$$
W_1^\dagger VW_1=A_1\left(V+R_1\,\boldsymbol\sigma_1\cdot\mathbf p_1\,V\,\boldsymbol\sigma_1\cdot\mathbf p_1\,R_1\right)A_1 .
\tag{4}
$$

This is where the picture change appears. If the one-electron Hamiltonian is transformed but $V$ is left as $1/r_{12}$, the operator and the wave function belong to different representations. The resulting two-electron picture-change error is $\tilde V-V$ with its sign reversed.

## Expansion to order $c^{-2}$

From $E=c^2+p^2/2+O(c^{-2})$,

$$
A^2=\frac12+\frac{c^2}{2E}=1-\frac{p^2}{4c^2}+O(c^{-4}),
$$

so that

$$
A=1-\frac{p^2}{8c^2}+O(c^{-4}),\qquad R=\frac1{2c}+O(c^{-3}).
\tag{5}
$$

The term in which both electrons are in their small components contains $R_1^2R_2^2$ and starts at $c^{-4}$. The two electrons therefore contribute additively at order $c^{-2}$:

$$
\tilde V=V+\sum_{i=1}^{2}\left[\frac{\boldsymbol\sigma_i\cdot\mathbf p_i\,V\,\boldsymbol\sigma_i\cdot\mathbf p_i}{4c^2}-\frac{p_i^2V+Vp_i^2}{8c^2}\right]+O(c^{-4}).
\tag{6}
$$

The first term in the bracket is the repulsion felt by the small component. The second, which comes from $A<1$, subtracts the repulsion belonging to the norm that the large component has lost to the small one. With $p^2=(\boldsymbol\sigma\cdot\mathbf p)^2$, the bracket is a double commutator:

$$
-\frac1{8c^2}\left[\boldsymbol\sigma_i\cdot\mathbf p_i,\left[\boldsymbol\sigma_i\cdot\mathbf p_i,V\right]\right].
\tag{7}
$$

A constant $V$ thus receives no correction, as it must.

To evaluate (7), drop the index and write $\mathbf g=\nabla V$. The product rule gives $[\boldsymbol\sigma\cdot\mathbf p,V]=-i\boldsymbol\sigma\cdot\mathbf g$. The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ holds for operators if their order is kept. As operators, $\mathbf p\cdot\mathbf g=\mathbf g\cdot\mathbf p-i\nabla^2V$, and $\mathbf p\times\mathbf g=-\mathbf g\times\mathbf p$ because the curl of a gradient vanishes. Therefore

$$
\begin{aligned}
(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf g)&=\mathbf g\cdot\mathbf p-i\nabla^2V-i\boldsymbol\sigma\cdot(\mathbf g\times\mathbf p),\\
(\boldsymbol\sigma\cdot\mathbf g)(\boldsymbol\sigma\cdot\mathbf p)&=\mathbf g\cdot\mathbf p+i\boldsymbol\sigma\cdot(\mathbf g\times\mathbf p).
\end{aligned}
\tag{8}
$$

Subtracting the second line from the first and multiplying by $-i$ gives

$$
[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]]=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\tag{9}
$$

Inserted in (7), this gives the correction from electron $i$:

$$
\frac{\nabla_i^2V}{8c^2}+\frac{\boldsymbol\sigma_i\cdot(\nabla_iV\times\mathbf p_i)}{4c^2}.
\tag{10}
$$

## The Coulomb case

For $V=1/r_{12}$ the gradients are $\nabla_1V=-\mathbf r_{12}/r_{12}^3$ and $\nabla_2V=-\mathbf r_{21}/r_{12}^3$. The divergence of either vanishes for $r_{12}\neq0$, while its flux through any small sphere around the contact point is $-4\pi$. Gauss's theorem then gives

$$
\nabla_1^2\frac1{r_{12}}=\nabla_2^2\frac1{r_{12}}=-4\pi\,\delta(\mathbf r_{12}).
\tag{11}
$$

Each electron contributes $-4\pi\delta/(8c^2)=-\pi\delta/(2c^2)$, and the two together give $-\pi\delta(\mathbf r_{12})/c^2$. In the spin term, $\boldsymbol\sigma_i=2\mathbf s_i$ turns the prefactor $1/4c^2$ into $1/2c^2$, and the gradients supply the minus signs. This establishes (1).

The Darwin term has a simple reading. Averaging $V$ over an isotropic displacement $\boldsymbol\xi$ of one electron changes it by $\langle\xi^2\rangle\nabla^2V/6$ to leading order. This equals the first term of (10) if $\langle\xi^2\rangle=3/(4c^2)$. Smearing the electrons over a distance of order $1/c$ thus lowers their repulsion at contact.

In the spin term, the spin and the momentum belong to the same electron, which moves in the electric field of the other. The sign is opposite to that of the nuclear term: for $V=-Z/r$, equation (10) gives $+Z\,\mathbf s\cdot\mathbf l/(2c^2r^3)$, with $\mathbf l=\mathbf r\times\mathbf p$.

## Momentum space and the range of validity

Let $\mathbf q=\mathbf p_1'-\mathbf p_1=\mathbf p_2-\mathbf p_2'$ be the momentum transfer. The kernel of $V$ is $4\pi/q^2$, that of $\delta(\mathbf r_{12})$ is 1, and $\nabla_1$ acting on $V$ becomes $i\mathbf q$. Since $\mathbf q\times\mathbf p_1=\mathbf p_1'\times\mathbf p_1$, and likewise for electron 2 with transfer $-\mathbf q$, (10) gives

$$
\tilde V(\mathbf q)\simeq\frac{4\pi}{q^2}-\frac{\pi}{c^2}+\frac{i\pi}{c^2q^2}\left[\boldsymbol\sigma_1\cdot(\mathbf p_1'\times\mathbf p_1)+\boldsymbol\sigma_2\cdot(\mathbf p_2'\times\mathbf p_2)\right].
\tag{12}
$$

The kernel can also be computed without expansion, from spinors obtained by diagonalizing the free Dirac matrix. At fixed momenta of order one, the difference from (12) falls by a factor 15.99 when $c$ is raised from 50 to 100, in agreement with a remainder of order $c^{-4}$.

The expansion requires momenta small compared with $c$. The spin-independent part of (12) even changes sign at $q=2c$, far outside that range. For this reason the new terms are to be used as first-order perturbations on nonrelativistic states. In a variational calculation with the nonrelativistic kinetic energy, a pair wave function contracted to a width $\lambda$ in $r_{12}$ has a kinetic energy growing as $\lambda^{-2}$, but a contact energy falling as $-\lambda^{-3}$. The energy then has no lower bound.

## Averages over a determinant

**Darwin energy.** For like spins, the direct and exchange contributions to the pair density cancel at contact. For opposite spins the exchange contribution vanishes, because $\delta(\mathbf r_{12})$ does not act on spin. With spin densities $\rho_\alpha$ and $\rho_\beta$, the first-order energy of a single determinant is

$$
E_{\rm D}=-\frac{\pi}{c^2}\int\rho_\alpha(\mathbf r)\,\rho_\beta(\mathbf r)\,d^3r .
\tag{13}
$$

**Spin-same-orbit energy.** Consider one $p$ electron outside closed $s$ shells, with real orbitals $k(r)$ for the shells and $p_x=xf(r)$, $p_y=yf(r)$, $p_z=zf(r)$. Define

$$
\mathbf T(ab|de)=\iint a(1)\,d(2)\left[\nabla_1\frac1{r_{12}}\times\mathbf p_1\right]b(1)\,e(2)\,d^3r_1d^3r_2 .
\tag{14}
$$

By (10), the operator for a pair is $(1/2c^2)\,\mathbf s_1\cdot(\nabla_1V\times\mathbf p_1)$ plus the same with 1 and 2 exchanged. Summation over the two spins of a closed shell removes every term that contains the trace of a spin matrix. This removes the core-core terms and the direct term with the spin on the core electron. The direct term with the spin on the $p$ electron gains a factor 2. In exchange, the spin may sit on either electron, and each case leaves the spin matrix of the $p$ electron once. The effective operator is $\mathbf s\cdot\mathbf G$, with

$$
\langle p|\mathbf G|p'\rangle=\frac1{2c^2}\sum_k\left[2\mathbf T(pp'|kk)-\mathbf T(pk|kp')-\mathbf T(kp'|pk)\right].
\tag{15}
$$

The core is spherical, so within the $p$ shell $\mathbf G$ is proportional to $\mathbf l$, and the effective operator is $\zeta\,\mathbf l\cdot\mathbf s$.

For the direct part, let $V_k(r)$ be the potential of the charge $k^2$ and $Q_k(r)$ the part of that charge inside radius $r$. Then $\nabla V_k\times\mathbf p=(V_k'/r)\,\mathbf l$ and $V_k'=-Q_k/r^2$. With $N(r)=2\sum_kQ_k(r)$,

$$
\zeta_{\rm dir}=-\frac1{2c^2}\left\langle\frac{N(r)}{r^3}\right\rangle_{2p},\qquad
\zeta_{\rm nuc}=\frac{Z}{2c^2}\left\langle\frac1{r^3}\right\rangle_{2p}.
\tag{16}
$$

Together they contain $Z-N(r)$, the nuclear charge screened by the core charge inside $r$.

For the exchange part, take the $z$ component between $p_x$ and $p_y$, where $\langle p_x|l_z|p_y\rangle=-i$. The charge $k\,p_y$ has the potential $y\,w(r)$, with

$$
w(r)=\frac{4\pi}{3}\left[\frac1{r^3}\int_0^r s^4k(s)f(s)\,ds+\int_r^\infty s\,k(s)f(s)\,ds\right],
\tag{17}
$$

which is the dipole term of the multipole expansion. In the first exchange integral,

$$
\partial_x(yw)\,\partial_yk-\partial_y(yw)\,\partial_xk
=\frac{xy^2w'k'}{r^2}-\left(w+\frac{y^2w'}{r}\right)\frac{xk'}{r}
=-\frac{xwk'}{r}.
$$

Multiplying by $-i$ (from $\mathbf p=-i\nabla$) and by $p_x=xf$, and replacing $x^2$ by its angular average $r^2/3$, one finds

$$
T_z(p_xk|kp_y)=iX_k,\qquad X_k=\int_0^\infty4\pi r^2\,\frac r3\,k'fw\,dr .
\tag{18}
$$

In the second exchange integral the potential is $xw$, and the derivatives act on $p_y=yf$:

$$
\left(w+\frac{x^2w'}r\right)\left(f+\frac{y^2f'}r\right)-\frac{x^2y^2w'f'}{r^2}
=wf+\frac{y^2wf'+x^2w'f}{r}.
$$

Its angular average is $wf+(r/3)(wf)'$. Integrating the last term by parts,

$$
T_z(kp_y|p_xk)=-i\int_0^\infty4\pi r^2k\left[wf+\frac r3(wf)'\right]dr
=i\int_0^\infty4\pi r^2\,\frac r3\,k'fw\,dr=iX_k ,
\tag{19}
$$

because the derivative of $r^3k/3$ is $r^2k+r^3k'/3$, and its first part cancels the term $wf$. The two exchange integrals are equal. Equation (15) then reads $-i\zeta_{\rm exc}=-(2i/2c^2)\sum_kX_k$, or

$$
\zeta_{\rm exc}=\frac1{c^2}\sum_kX_k .
\tag{20}
$$

For a positive, decreasing $k$ and a positive $f$, $X_k$ is negative, and exchange adds to the screening.

Finally, $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$ equals $\tfrac12$ for $j=\tfrac32$ and $-1$ for $j=\tfrac12$, so the doublet splitting is

$$
\Delta=E_{3/2}-E_{1/2}=\tfrac32\,\zeta .
\tag{21}
$$

## The boron atom

Boron, $1s^22s^22p$, has a compact core pair for the contact term and a single $p$ electron for the spin-orbit term. The orbitals come from a nonrelativistic restricted open-shell Hartree–Fock calculation with 14 $s$ and 10 $p$ even-tempered Gaussian shells. The total energy is $-667.46$ eV, and the mean radii of $1s$ and $2p$ are 0.172 and 1.167 Å. This basis is close to, but not at, the Hartree–Fock limit. With 26 $s$ and 18 $p$ shells the energy becomes $-667.47$ eV, the contact integral below rises from 29.551 to 29.552 Å$^{-3}$, and $\langle r^{-3}\rangle_{2p}$ rises from 5.230 to 5.234 Å$^{-3}$. The $1s$ and $2s$ orbitals are taken as eigenfunctions of the average of the $\alpha$ and $\beta$ Fock operators. Using either operator alone mixes them by about $10^{-3}$ and moves the $1s$ Darwin energy by $2\times10^{-5}$ eV, while sums over both shells do not change.

The integral in (13) is 29.551 Å$^{-3}$. With 0.529177 Å to the bohr and 27.2114 eV to the hartree,

$$
E_{\rm D}=-\frac{\pi\,(29.551)(0.529177)^3}{(137.036)^2}\times27.2114\ \text{eV}=-0.01993\ \text{eV},
$$

or $-7.326\times10^{-4}$ hartree. The $1s$ pair alone gives $-0.01847$ eV, about 93% of this.

For that pair the projected repulsion can also be evaluated without expansion, from the factors $A$ and $R$ of (3) and (2) in momentum space. The spin-dependent parts average to zero for spherical orbitals. The untransformed repulsion is 78.70 eV, and the transformation shifts it by $-0.01839$ eV. The magnitude of this shift is 0.44% smaller than that of the leading Darwin term. If $c$ is doubled with the orbital held fixed, the deviation falls to 0.11%, a factor of 3.94. This is close to the factor 4 expected of a next correction that is smaller by $c^{-2}$.

For the splitting, $\langle r^{-3}\rangle_{2p}=5.230$ Å$^{-3}$, and (16) and (21) give the nuclear part

$$
\Delta_{\rm nuc}=\frac32\cdot\frac{5\,(5.230)(0.529177)^3}{2\,(137.036)^2}\times27.2114\ \text{eV}=4.211\times10^{-3}\ \text{eV}.
$$

The spin-same-orbit contributions, in units of $10^{-3}$ eV, are:

| Shell | Direct | Exchange |
|---|---:|---:|
| $1s$ | −1.212 | −0.318 |
| $2s$ | −0.149 | −0.005 |
| Sum | −1.361 | −0.323 |

Their total is $-1.685\times10^{-3}$ eV, or $-6.19\times10^{-5}$ hartree. It cancels 40% of the nuclear part and leaves $2.527\times10^{-3}$ eV. In the larger basis the spin-same-orbit contributions are unchanged to the digits shown, while the nuclear part and the remainder both rise by $0.003\times10^{-3}$ eV, to $4.214\times10^{-3}$ and about $2.530\times10^{-3}$ eV.

If the $1s$ pair lay wholly at radii smaller than those that contribute to $\langle r^{-3}\rangle_{2p}$, its full charge of 2 would enter $N(r)$ in (16), and its direct part would be $-2/5$ of the nuclear part. The computed ratio is $-1.212/4.211=-0.288$. By (16), this corresponds to an average $1s$ charge of $5\times0.288=1.44$ inside $r$, weighted with $r^{-3}$ times the $2p$ density: the $2p$ electron penetrates the $1s$ cloud. That the total reduction is also 40% is not a sign of complete screening, since it includes exchange and the $2s$ shell.

These are first-order mean-field values. Electron correlation, polarization of the core by the open shell and all Breit terms are left out. Since the spin-other-orbit coupling is of the same order in $c$, the remaining splitting is not a prediction of the measured one. The numerical check evaluates the contact energy and both parts of the spin-same-orbit term a second time, from repulsion integrals over slightly displaced orbitals.

## Calculated quantities

```
speed of light: 137.0360 a.u.
1 hartree: 27.21139 eV;  1 bohr: 0.529177 angstrom
kernel remainder ratio, c=50 over c=100: 15.990
Boron 1s2 2s2 2p, restricted open-shell Hartree-Fock
basis: 14 s and 10 p even-tempered Gaussian shells
s exponents: 0.050 to 7450.6 bohr^-2
p exponents: 0.035 to 133.5 bohr^-2
total energy: -667.4637 eV
virial ratio -V/T: 2.000021
mean radius 1s: 0.1724 angstrom
mean radius 2p: 1.1668 angstrom
Two-electron Darwin term
contact density, all pairs: 29.5511 angstrom^-3
contact density, 1s pair: 27.3765 angstrom^-3
Darwin energy, all pairs: -0.019935 eV
Darwin energy, all pairs: -7.3258e-04 hartree
same from displaced clouds: -0.019935 eV
Darwin energy, 1s pair: -0.018468 eV
1s pair repulsion, untransformed: 78.6955 eV
1s pair, unexpanded no-pair shift: -0.018386 eV
relative deviation from leading term, at c: -0.440 %
relative deviation from leading term, at 2c: -0.112 %
ratio of these deviations: 3.940
2p doublet splitting E(3/2) - E(1/2) = factor * zeta
factor: 1.500
<r^-3> of 2p: 5.2301 angstrom^-3
nuclear part: 4.2114e-03 eV
spin-same-orbit direct, 1s: -1.2120e-03 eV
spin-same-orbit exchange, 1s: -3.1839e-04 eV
spin-same-orbit direct, 2s: -1.4945e-04 eV
spin-same-orbit exchange, 2s: -5.0920e-06 eV
spin-same-orbit direct, sum: -1.3614e-03 eV
same from displaced orbitals: -1.3614e-03 eV
spin-same-orbit exchange, sum: -3.2349e-04 eV
same from displaced orbitals: -3.2348e-04 eV
spin-same-orbit total: -1.6849e-03 eV
spin-same-orbit total: -6.1919e-05 hartree
spin-same-orbit over nuclear part: -40.01 %
nuclear plus spin-same-orbit: 2.5265e-03 eV
```
